Nucleation Barrier of a Spherical Reverse Domain in a Ferroelectric

A ferroelectric is uniformly polarized with magnitude P, and a uniform field of magnitude E points against the polarization. A domain of the opposite polarization would lower the energy of its interior, but it must be enclosed by a domain wall, which costs energy. This problem finds how large the domain must become before it grows by itself, and how much energy is needed to reach that size.

The domain is a sphere of radius r. Its wall has energy σ per unit area, the same for every wall direction, curvature and field. The wall is treated as a surface without thickness, and electrostatic energy from charge on it is at first left out. The last two assumptions are examined in parts (f) and (g). Formulas are in SI units, E is the macroscopic field inside the material and is held fixed during reversal, and P is the spontaneous polarization at zero field. The positive direction is that of the field.

**(a) How much energy per unit volume is gained when the polarization reverses? Show that the linear dielectric response does not change the answer at leading order.**

At fixed field the energy density to be compared is f₀(p) − Ep, where p is the polarization along the field and f₀ is the energy density of the material without field. The term −Ep accounts for the work done by the source that holds the field fixed.

If the polarization is rigid, p = −P before reversal and p = +P after it. Since f₀ is the same for both directions,

before: f₀ + PE

after: f₀ − PE

The energy falls by

g = (f₀ + PE) − (f₀ − PE) = 2PE.

The factor 2 appears because the polarization changes by 2P, from −P to +P. A column through a film of thickness d gives the same result. Reversal moves a charge 2P per unit area through the circuit at voltage Ed, so the source does work 2PEd per unit area, or 2PE per unit volume.

The polarization is not quite rigid, because the field also shifts it slightly within each state. Near p = s, with s = +P or −P, write

f₀(p) = f₀(P) + (p − s)²/(2χ),

where χ is the ratio of induced polarization to field. Setting the derivative of f₀(p) − Ep to zero gives (p − s)/χ = E, hence p = s + χE. Inserting this,

f₀(P) + χE²/2 − E(s + χE) = f₀(P) − sE − χE²/2.

The last term is the same for both signs of s, so it cancels in the difference and leaves g = 2PE.

The size of the next correction follows from symmetry. Reversing both the polarization and the field leaves the energy unchanged, so the energy of the "up" state at field E equals that of the "down" state at field −E. Their difference is therefore an odd function of E. If it can be expanded in powers of E, the first correction to 2PE is of order E³, which is a relative correction of order E². It is small when E is well below the field at which the initial state loses its stability.

**(b) Write the energy change ΔG(r) for a sphere and find its critical radius. What happens to smaller and larger spheres?**

The sphere has area 4πr² and volume 4πr³/3. The wall adds energy and the reversed interior releases it:

ΔG(r) = 4πr²σ − (4π/3)r³g, with g = 2PE.

For small r the term in r² is the larger one and ΔG is positive. For large r the term in r³ wins and ΔG is negative. There must be a maximum between. The derivative is

dΔG/dr = 8πrσ − 4πr²g = 4πr(2σ − gr).

It vanishes at r = 0, where there is no domain, and at

r* = 2σ/g = 2σ/(2PE) = σ/(PE).

The second derivative is 8πσ − 8πrg. At r* the product r*g equals 2σ, so

d²ΔG/dr² = 8πσ − 16πσ = −8πσ.

This is negative, so r* is a maximum. Below r* the energy rises with r, and a sphere lowers its energy by shrinking. Above r* it falls with r, and the sphere lowers its energy by growing. The critical sphere is in unstable balance.

The condition can also be read as a balance of pressures. A wall of energy σ on a sphere pushes inward with pressure 2σ/r, and the field pushes it outward with pressure g. The two are equal at r*.

**(c) Find the barrier, and express the wall cost and the volume gain at the critical radius as multiples of it. At what radius does ΔG return to zero?**

The wall cost at r* = 2σ/g is

4π(2σ/g)²σ = 16πσ³/g².

The volume gain there is

(4π/3)(2σ/g)³g = (4π/3)(8σ³/g³)g = 32πσ³/(3g²).

Their difference is the barrier:

ΔG* = 16πσ³/g² − 32πσ³/(3g²)

= (48 − 32)πσ³/(3g²)

= 16πσ³/(3g²).

With g = 2PE this becomes

ΔG* = 16πσ³/[3(2PE)²].

The whole product 2PE is squared. Since (2PE)² = 4P²E², an equivalent form is

ΔG* = 4πσ³/(3P²E²).

The wall cost is three times the barrier and the volume gain is twice the barrier. The field has thus repaid two thirds of the wall cost by the time the critical size is reached, and fluctuations must supply the remaining third.

The energy returns to zero when 4πr²σ = (4π/3)r³g, which gives r = 3σ/g = 3r*/2. Between r* and 3r*/2 the domain already grows downhill, although its energy is still above that of the uniform state.

The wall energy enters as a cube. Raising σ by 10 % at fixed P and E multiplies the barrier by 1.1³ and raises it by 33 %. An uncertain wall energy therefore gives a much more uncertain barrier.

**(d) Evaluate the result for P = 25 µC/cm², σ = 10 mJ/m², E = 0.2 MV/cm and T = 300 K.**

P and σ are rough values for tetragonal barium titanate. The field is high for that material: in published Landau potentials of the unstrained crystal at 300 K, the state opposed to the field loses its stability at about 0.13 to 0.14 MV/cm, and above that there is no barrier to cross. The example therefore presumes a film whose stability limit lies above 0.2 MV/cm. In SI units P = 0.25 C/m² and E = 2 × 10⁷ V/m, so

g = 2 × 0.25 × 2 × 10⁷ J/m³ = 10 MJ/m³.

The critical radius is

r* = 2 × 0.010/10⁷ m = 2.0 nm.

The wall cost and volume term at this radius are

4πr*²σ = 3.14 eV

−(4π/3)r*³g = −2.09 eV,

and their sum is

ΔG* = 3.14 eV − 2.09 eV = 1.05 eV.

At 300 K, kT = 0.02585 eV, so the barrier is 40.5 kT. The energy of the sphere at four radii shows the rise and fall:

r = 1 nm: ΔG = 0.52 eV
r = 2 nm: ΔG = 1.05 eV
r = 3 nm: ΔG = 0.00 eV
r = 4 nm: ΔG = −4.18 eV

With a lattice cell edge of 0.4 nm, the critical sphere contains about 520 cells. That is enough for a continuum estimate to have some meaning, but the radius is only twice a wall width of 1 nm.

**(e) How does the barrier depend on field? Does the sphere lead to the Merz law, in which the switching time varies as exp(α/E) with constant α?**

At fixed P and σ, the critical radius varies as 1/E and the barrier as 1/E². For the values of part (d),

E = 0.1 MV/cm: r* = 4.0 nm, ΔG* = 4.18 eV = 162 kT
E = 0.2 MV/cm: r* = 2.0 nm, ΔG* = 1.05 eV = 40.5 kT
E = 0.4 MV/cm: r* = 1.0 nm, ΔG* = 0.26 eV = 10.1 kT
E = 1.0 MV/cm: r* = 0.4 nm, ΔG* = 0.04 eV = 1.6 kT

As E tends to zero, both radius and barrier grow without bound: without a driving force no finite sphere repays its wall. At the other end the formula loses its meaning before the barrier vanishes. At 0.4 MV/cm the radius equals the assumed wall width, and at 1.0 MV/cm, taken here as a rough breakdown field, it equals one lattice cell. The last two barriers are values of the formula outside its range, not usable estimates.

Suppose that switching is limited by the formation of such spheres, and that the time is a constant times exp(ΔG*/kT). Then

ln t = constant + K/E², with K = 4πσ³/(3P²kT).

This is not the Merz law. On a plot of ln t against x = 1/E, the Merz law is a straight line of slope α. The sphere gives Kx², whose slope 2Kx doubles when the field is halved. Over a narrow range of field the curve can look straight, but the slope found there is no constant of the material.

A nucleus of fixed height gives the other power. Take a cylinder of radius r whose axis lies along the field and which spans a film of thickness c from electrode to electrode. If its end faces cost nothing, only the side wall of area 2πrc counts:

ΔG_c(r) = 2πrcσ − πr²cg.

The derivative 2πcσ − 2πrcg vanishes at r_c = σ/g, half the radius of the critical sphere. The barrier is

ΔG_c* = 2πcσ²/g − πcσ²/g = πσ²c/g = πσ²c/(2PE).

With c fixed this varies as 1/E, and under the same assumption about the switching time it gives the Merz form with

α = πσ²c/(2PkT).

For c = 10 nm and the values of part (d), α is about 15 MV/cm, and it grows in proportion to c. A straight Merz plot therefore does not by itself show that a film switches through such cylinders. The size of α and its dependence on thickness would have to agree as well.

The difference between the two powers lies in the number of dimensions in which the nucleus can adjust its size. The sphere changes in three, the cylinder only in the two across its axis.

The cylinder has the lower barrier when πσ²c/g < 16πσ³/(3g²), that is, when

c < 16σ/(3g) = 8r*/3.

This compares the cylinder with a full sphere only. If contact with an electrode costs nothing, as assumed for the cylinder, a hemisphere resting on one electrode has half the wall and half the volume, hence half the barrier (0.52 eV in the example), and the cylinder beats it only for c < 4r*/3 = 2.7 nm. Without wall charge, a cylinder taller than πr_c can also lower its energy by tapering toward one end, so it is then not the lowest pass. Against the full sphere the limit in the example is 8 × 2.0 nm/3 = 5.3 nm. A cylinder 10 nm high lies above it: its critical radius is 1.0 nm and its barrier is 1.96 eV, compared with 1.05 eV for the sphere. That radius equals the assumed wall width, so the cylinder's barrier is a value of the formula at the edge of its range, not a reliable estimate. The comparison also leaves out charge on the wall of the sphere, which can reverse the order if the permittivity is low enough, as part (g) shows.

**(f) A real wall has a finite width. How much does this change the barrier?**

A simple model lets the polarization vary smoothly. In reduced units, with spontaneous polarization 1 and field h, take the energy density

(∇p)²/2 + (p² − 1)²/4 − hp.

First find the energy of a flat wall at h = 0. The energy is stationary when p″ = p³ − p. Multiplying by p′ and integrating, with p′ = 0 far from the wall, gives

p′²/2 = (p² − 1)²/4, so |p′| = (1 − p²)/√2.

The two parts of the energy density are equal, so their sum is p′². Hence

σ = ∫p′² dx = ∫|p′| dp = (1/√2)∫(1 − p²) dp from −1 to 1

= (1/√2)(4/3) = 2√2/3.

The profile that satisfies the equation for |p′| is tanh(x/√2). If the width w is defined by writing the profile as tanh(2x/w), then w = 2√2. The driving density at leading order is 2h, so r* = 2σ/(2h) = σ/h, and

r*/w = (2√2/3)/(2√2h) = 1/(3h).

A small reduced field thus means a sphere much larger than the wall width.

The critical nucleus with a smooth wall is the solution of

p″ + (2/r)p′ = p³ − p − h

that is reversed at the center and reaches the initial state far away. Its energy above that of the uniform initial state is the barrier. Solving the equation numerically gives, relative to 16πσ³/[3(2h)²],

h = 0.03: 0.9952
h = 0.06: 0.981

The deviations are 0.48 % and 1.9 % of the formula's value. Doubling the field makes the deviation four times larger, as expected of a correction proportional to h², or equally to (w/r*)². The thin-wall formula is thus approached as the field falls.

In the example r*/w = 2, which corresponds to h = 1/6. The ratio there is 0.85, so the smooth wall lowers the barrier by 15 % in this model. The quadratic rule predicts nearly the same: 0.48 % × (0.1667/0.03)² = 15 %. Barium titanate need not have this particular double well, so the figure is an estimate of size.

The model also shows where the formula must fail completely. A uniform state obeys p³ − p = h. On the branch that starts at p = −1, the left side has its largest value at p = −1/√3, where it equals 2/(3√3). Above that field the initial state no longer exists as a local minimum and there is no barrier to cross, while the thin-wall formula still gives a positive one. With h = 1/6 standing for 0.2 MV/cm, this limit corresponds to 0.46 MV/cm. At 0.4 MV/cm the smooth-wall barrier is only a third of the formula's value, and at 1.0 MV/cm the model has no barrier.

**(g) The wall of the sphere carries bound charge. Find its energy and its effect on the barrier if nothing compensates the charge.**

The polarization is +P inside and −P outside, a jump of 2P along the field. At polar angle θ from the field direction, the bound charge per unit area is the component of this jump normal to the wall, 2P cos θ. One side of the sphere is positive and the other negative.

Let the linear response on both sides be described by one scalar relative permittivity ε. The potential of this charge has the same angular dependence as the charge:

inside: φ = A r cos θ

outside: φ = A R³ cos θ/r²,

where R is the radius of the sphere. The two agree at r = R. The radial field is −A cos θ just inside and +2A cos θ just outside. Its jump times ε₀ε must equal the charge:

3Aε₀ε cos θ = 2P cos θ, so A = 2P/(3ε₀ε).

The energy of the charge in its own potential carries a factor 1/2:

U = (1/2)∫(2P cos θ)(AR cos θ) dS = PAR∫cos²θ dS.

The average of cos²θ over a sphere is 1/3, so the integral is 4πR²/3. Therefore

U = (4πR³/3)PA = (4πR³/3) · 2P²/(3ε₀ε).

The cost per unit volume is

u = 2P²/(3ε₀ε).

From here on, E is the field that would be present without the wall charge, since that charge adds a field of its own. The cost scales with the volume, just as the gain does, so the earlier results hold with g replaced by

g − u = 2PE − 2P²/(3ε₀ε) = 2P(E − E_d), with E_d = P/(3ε₀ε).

For E > E_d the barrier is

ΔG* = 4πσ³/[3P²(E − E_d)²].

It grows without bound as E falls to E_d. For E ≤ E_d both terms of the energy resist growth, or the volume term vanishes, and there is no critical sphere. The ideal result returns when E_d is much smaller than E.

For barium titanate take two permittivities, 100 and 2000, as rough values along and across the polar axis. The real response is a tensor, so each scalar value gives an estimate only. Linear response is also stretched here. Inside the sphere the field of the wall charge induces a polarization ε₀(ε − 1)A ≈ 2P/3 against P. Just outside the poles the field is twice as large and has the opposite sign, so the induced polarization is about 4P/3, more than enough to reverse the initial polarization there. Linear response cannot be trusted for such large changes. The numbers below therefore show that the wall charge cannot simply be ignored, but they do not settle whether a real material has a critical nucleus.

With ε = 2000, u = 2.35 MJ/m³, which is 0.235 of the driving density. The critical radius rises from 2.0 to 2.6 nm. The barrier rises by the factor 1/(1 − 0.235)² = 1.71, from 1.05 to 1.79 eV.

With ε = 100, u = 47 MJ/m³, which is 4.7 times the driving density. In this linear model the energy then rises at every radius, and there is no critical sphere at this field. The dividing value follows from E = E_d:

ε = P/(3ε₀E) = 471.

The two permittivities can also be used together, 100 along the polar axis and 2000 across it. Rescaling each coordinate by the square root of its permittivity turns the sphere into a prolate spheroid of aspect ratio √20 ≈ 4.5, whose depolarization factor is 0.065 in place of 1/3. Then u = (2P)² × 0.065/(2ε₀ × 100) = 9.2 MJ/m³, or 0.92 of the driving density. A critical sphere barely survives, with a barrier near 150 eV that is very sensitive to the permittivities chosen.

**(h) What does the barrier of 1.05 eV say about a real film?**

The chosen field corresponds to 2 V across 100 nm. That is easily applied to a thin film, but it exceeds the stability limit of unstrained barium titanate noted in part (d). The polarization, wall energy and wall width are rough. In the ideal formula, an equal small relative error matters most in the wall energy, because of its cube. Of the two assumptions examined in parts (f) and (g), the absence of depolarization moves the result further. At the example's field, the linear model gives a barrier 1.71 times as high for one of the two scalar permittivities and no critical sphere at all for the other. The smooth wall moves it by 15 % in the other direction. The value 1.05 eV therefore belongs to an ideal sphere whose wall charge is compensated while the domain forms, and it is not a prediction of the switching rate of a film.

A different shape can avoid the charge. On the side wall of the cylinder in part (e), the jump of polarization is parallel to the wall, so its normal component is zero and there is no bound charge. The charge at its ends lies at the electrodes, which can compensate it if they are good conductors in close contact with the film. Without compensation inside the material, this can favor the cylinder over the sphere even where its barrier in part (e) is the higher one: with ε = 100 the linear model gives no critical sphere to compare. This is of little help in a thick film, however. The cylinder's barrier is proportional to its height, so across 100 nm it would be ten times the 1.96 eV found for 10 nm, or about 20 eV. A nucleus elongated along the field lies between the two shapes, because it carries less wall charge than the sphere and need not span the film. In the same linear model the best prolate spheroid has a barrier of about 10 eV for ε = 100 (about 47 nm long, aspect ratio near 11) and about 2.6 eV for permittivities of 100 along and 2000 across the axis. The absence of a critical sphere does not mean the absence of a critical nucleus. Electrodes and defects may also offer sites where a nucleus needs less new wall, an effect not estimated here beyond the uncharged hemisphere of part (e).

The numerical output lists most of the values used in this problem.

Calculated quantities

```
polarization P = 25.0 uC/cm2
wall energy sigma = 10.0 mJ/m2
field E = 0.20 MV/cm
temperature T = 300 K, kT = 0.02585 eV
driving density 2PE = 10.00 MJ/m3
critical radius = 2.000 nm
wall cost at critical radius = 3.137 eV
volume term at critical radius = -2.092 eV
barrier = 1.046 eV = 40.5 kT
radius of zero total energy = 3.000 nm
lattice cell edge = 0.40 nm
cells in critical sphere = 524
radius (nm), wall, volume, total energy (eV):
  1.0  0.784  -0.261  0.523
  2.0  3.137  -2.092  1.046
  3.0  7.059  -7.059  0.000
  4.0  12.549  -16.732  -4.183
field (MV/cm), critical radius (nm), barrier (eV), barrier/kT:
  0.1  4.00  4.1831  161.81
  0.2  2.00  1.0458  40.45
  0.4  1.00  0.2614  10.11
  1.0  0.40  0.0418  1.62
rough breakdown field = 1.0 MV/cm
critical radius there / cell edge = 1.00
field exponent of sphere barrier = -2.000
field exponent of cylinder barrier = -1.000
cylinder height = 10.0 nm
cylinder critical radius = 1.000 nm
cylinder barrier = 1.961 eV
smooth-wall barrier/formula at reduced field 0.06 = 0.9808
smooth-wall barrier/formula at reduced field 0.03 = 0.9952
wall width = 1.0 nm
reduced field matching the example = 0.1667
smooth-wall barrier/formula for the example = 0.850
relative permittivity 100:
  depolarization cost = 47.06 MJ/m3
  cost / driving density = 4.706
  energy rises at every radius: no critical sphere
relative permittivity 2000:
  depolarization cost = 2.35 MJ/m3
  cost / driving density = 0.235
  critical radius = 2.615 nm
  barrier = 1.788 eV, factor 1.710
permittivity below which no critical sphere exists = 471
barrier change for 10 % more wall energy = 33.1 %
```
